# The Hedin-Lundqvist correlation energy from its logarithmic potential: verification in Python

```python
"""Hedin-Lundqvist correlation energy of the unpolarized uniform electron gas.

Result under test: the potential v = -C ln(1 + 1/x), integrated over density
from zero, gives the energy per electron eps = -C G(x), where
    G(x) = (1 + x^3) ln(1 + 1/x) + x/2 - x^2 - 1/3.
Symbols: n density (bohr^-3), rs radius of the sphere holding one electron
(bohr), x = rs/A, A = 21 bohr, C = 0.0225 hartree. Energies are in hartree.
"""
import numpy as np
import sympy as sp
import mpmath as mp
from scipy.constants import physical_constants
from scipy.optimize import brentq
from pyscf.dft import libxc

mp.mp.dps = 30
A = mp.mpf(21)
C = mp.mpf("0.0225")
HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def density(rs):
    return 3 / (4 * mp.pi * mp.mpf(rs) ** 3)


def potential(n):
    inverse_rs = mp.cbrt(4 * mp.pi * n / 3)
    return -C * mp.log(1 + A * inverse_rs)


def G_closed(x):
    return (1 + x**3) * mp.log(1 + 1 / x) + x / 2 - x**2 - mp.mpf(1) / 3


def energy_closed(n):
    x = 1 / (A * mp.cbrt(4 * mp.pi * n / 3))
    return -C * G_closed(x)


def energy_by_quadrature(n):
    """Average of the potential over all densities from zero to n."""
    return mp.quad(potential, [0, n / 1000, n / 10, n]) / n


def relative_error(value, reference):
    return abs(value / reference - 1)


# Closed energy against direct density integration, and its derivative.
worst_integral = mp.mpf(0)
worst_derivative = mp.mpf(0)
for rs in (0.1, 1, 4, 20, 100):
    n = density(rs)
    worst_integral = max(worst_integral, relative_error(
        energy_by_quadrature(n), energy_closed(n)))
    slope = mp.diff(lambda s: s * n * energy_closed(s * n), 1) / n
    worst_derivative = max(worst_derivative,
                           relative_error(slope, potential(n)))
assert worst_integral < 1e-12
assert worst_derivative < 1e-9

# A term K x^3 leaves the potential unchanged but spoils the empty limit.
K = mp.mpf("0.01")


def shifted_energy_density(n):
    x = 1 / (A * mp.cbrt(4 * mp.pi * n / 3))
    return n * (energy_closed(n) + K * x**3)


n4 = density(4)
shifted_slope = mp.diff(lambda s: shifted_energy_density(s * n4), 1) / n4
assert relative_error(shifted_slope, potential(n4)) < 1e-9
n_tiny = density(10000)
assert abs(shifted_energy_density(n_tiny)) > 1e6 * abs(
    n_tiny * energy_closed(n_tiny))

# Partial fractions and the auxiliary integral.
t = sp.symbols("t", positive=True)
fractions = t**-4 - t**-3 + t**-2 - 1 / t + 1 / (1 + t)
assert sp.simplify(fractions - 1 / (t**4 * (1 + t))) == 0
for x in (mp.mpf("0.2"), mp.mpf(1), mp.mpf(3)):
    J_number = mp.quad(lambda s: 1 / (s**4 * (1 + s)), [x, 10 * x, mp.inf])
    J_formula = (1 / (3 * x**3) - 1 / (2 * x**2) + 1 / x
                 - mp.log(1 + 1 / x))
    assert relative_error(J_number, J_formula) < 1e-12

# Small-x expansion: the remainder must be -3 x^2/2 to leading order.
x_small = mp.mpf("0.001")
G_small = -energy_by_quadrature(density(A * x_small)) / C
remainder = (G_small + mp.log(x_small) + mp.mpf(1) / 3
             - 3 * x_small / 2) / x_small**2
assert abs(remainder + 1.5) < 0.02  # next term is of order x ln x
n_dense = density(A * mp.mpf("1e-5"))
gap_dense = (potential(n_dense) - energy_by_quadrature(n_dense)) / C
assert abs(gap_dense + mp.mpf(1) / 3) < 1e-4


def G_series(x, terms=80):
    return 3 * sum((-1) ** (k + 1) / (k * (k + 3) * x**k)
                   for k in range(1, terms + 1))


G_at_3 = -energy_by_quadrature(density(3 * A)) / C
assert relative_error(G_series(mp.mpf(3)), G_at_3) < 1e-12

# Loss of digits in double precision at very large x. The closed form
# multiplies the rounding error of the logarithm by x^3, so the reference
# value is evaluated with 60 digits.
x_big = 1.0e5
G_double = float((1 + x_big**3) * np.log1p(1 / x_big)
                 + x_big / 2 - x_big**2 - 1 / 3)
G_series_double = float(G_series(x_big, 8))
with mp.workdps(60):
    G_precise = G_closed(mp.mpf(x_big))
assert relative_error(G_series_double, G_precise) < 1e-12
assert relative_error(G_double, G_precise) > 1e-3


def library(name, rs_values):
    """Energy per electron and potential from libxc, as plain floats."""
    rs_values = np.asarray(rs_values, dtype=float)
    rho = 3 / (4 * np.pi * rs_values**3)
    result = libxc.eval_xc("," + name, rho, spin=0, deriv=1)
    return np.ravel(result[0]).tolist(), np.ravel(result[1][0]).tolist()


# Outside implementation: infer A and C from its potential at two densities,
# then predict its energies at other densities.
_, v_pair = library("LDA_C_HL", [1.0, 20.0])
A_lib = brentq(lambda a: np.log1p(a) / np.log1p(a / 20)
               - v_pair[0] / v_pair[1], 1.0, 500.0, xtol=1e-12)
C_lib = float(-v_pair[0] / np.log1p(A_lib))
e_lib, _ = library("LDA_C_HL", [2.0, 5.0, 10.0])
for rs, e_value in zip((2, 5, 10), e_lib):
    predicted = -C_lib * G_closed(mp.mpf(rs) / A_lib)
    assert relative_error(predicted, e_value) < 1e-7

# Logarithmic slope at very high density, beside Perdew-Wang 1992.
rs_pair = [1e-6, 1e-5]
e_pw_pair, _ = library("LDA_C_PW", rs_pair)
slope_pw = float((e_pw_pair[1] - e_pw_pair[0]) / np.log(10))
slope_hl = float((energy_closed(density(rs_pair[1]))
                  - energy_closed(density(rs_pair[0]))) / mp.log(10))
assert slope_pw > 1.2 * slope_hl

# Low-density limit: rs * eps tends to -3 C A / 4.
rs_far = mp.mpf("1e6")
far_product = rs_far * energy_by_quadrature(density(rs_far))
assert relative_error(far_product, -3 * C * A / 4) < 1e-4

# Worked example.
rs = mp.mpf(4)
x = rs / A
L = mp.log(1 + 1 / x)
eps = energy_closed(n4)
v = potential(n4)
print(f"A = {float(A):.1f} bohr")
print(f"C = {float(C):.4f} hartree")
print(f"Example rs = {float(rs):.1f} bohr")
print(f"density n = {float(n4):.6e} bohr^-3")
print(f"x = rs/A = {float(x):.6f}")
print(f"ln(1+1/x) = {float(L):.6f}")
print(f"(1+x^3) ln(1+1/x) = {float((1 + x**3) * L):.6f}")
print(f"x/2 = {float(x / 2):.6f}")
print(f"x^2 = {float(x**2):.6f}")
print(f"G(x) = {float(G_closed(x)):.6f}")
print(f"energy, closed form = {float(eps):.6f} hartree")
print(f"energy, quadrature = {float(energy_by_quadrature(n4)):.6f} hartree")
print(f"energy, closed form = {float(eps) * HARTREE_EV:.4f} eV")
print(f"potential v = {float(v):.6f} hartree")
print(f"v - energy = {float(v - eps):.6f} hartree")
print("rs (bohr) | HL energy | HL potential | PW92 energy (hartree)")
table_rs = [1.0, 2.0, 4.0, 10.0, 20.0]
e_pw, _ = library("LDA_C_PW", table_rs)
for radius, e_ref in zip(table_rs, e_pw):
    n = density(radius)
    print(f"{radius:5.1f} | {float(energy_closed(n)):.6f} | "
          f"{float(potential(n)):.6f} | {e_ref:.6f}")
print(f"largest relative error, integral: {float(worst_integral):.1e}")
print(f"largest relative error, derivative: {float(worst_derivative):.1e}")
print(f"(v - energy)/C at x = 1e-5: {float(gap_dense):.6f}")
print(f"rs*energy at rs = 1e6 bohr: {float(far_product):.6f} hartree bohr")
print(f"-3CA/4 = {float(-3 * C * A / 4):.6f} hartree bohr")
print(f"d energy/d ln rs, dense gas, HL: {slope_hl:.5f} hartree")
print(f"d energy/d ln rs, dense gas, PW92: {slope_pw:.5f} hartree")
print(f"A inferred from libxc HL: {A_lib:.5f} bohr")
print(f"C inferred from libxc HL: {C_lib:.6f} hartree")
print(f"G at x = 1e5, closed form in double precision: {G_double:.6e}")
print(f"G at x = 1e5, series in double precision: {G_series_double:.6e}")
print(f"G at x = 1e5, closed form with 60 digits: {float(G_precise):.6e}")
print("finished without a failed check")
```

Printed output:

```
A = 21.0 bohr
C = 0.0225 hartree
Example rs = 4.0 bohr
density n = 3.730194e-03 bohr^-3
x = rs/A = 0.190476
ln(1+1/x) = 1.832581
(1+x^3) ln(1+1/x) = 1.845246
x/2 = 0.095238
x^2 = 0.036281
G(x) = 1.570869
energy, closed form = -0.035345 hartree
energy, quadrature = -0.035345 hartree
energy, closed form = -0.9618 eV
potential v = -0.041233 hartree
v - energy = -0.005889 hartree
rs (bohr) | HL energy | HL potential | PW92 energy (hartree)
  1.0 | -0.062541 | -0.069548 | -0.059774
  2.0 | -0.048368 | -0.054953 | -0.044760
  4.0 | -0.035345 | -0.041233 | -0.031866
 10.0 | -0.020960 | -0.025457 | -0.018572
 20.0 | -0.012910 | -0.016151 | -0.011530
largest relative error, integral: 2.1e-29
largest relative error, derivative: 2.0e-31
(v - energy)/C at x = 1e-5: -0.333328
rs*energy at rs = 1e6 bohr: -0.354372 hartree bohr
-3CA/4 = -0.354375 hartree bohr
d energy/d ln rs, dense gas, HL: 0.02250 hartree
d energy/d ln rs, dense gas, PW92: 0.03109 hartree
A inferred from libxc HL: 21.00000 bohr
C inferred from libxc HL: 0.022500 hartree
G at x = 1e5, closed form in double precision: 8.265177e-06
G at x = 1e5, series in double precision: 7.499970e-06
G at x = 1e5, closed form with 60 digits: 7.499970e-06
finished without a failed check
```
